# Local vibrational mode of a light mass defect in a chain

An infinite chain of atoms lies along a line with spacing $a$. Neighbours are joined by equal springs of constant $K$. Every atom has mass $M$, except the one at site $n=0$, which has mass $M'>0$. Each atom has one displacement $u_n$ along the chain, and the forces are harmonic. The substitution changes the mass and leaves the springs as they were. Its strength is measured by

$$e=1-\frac{M'}{M},$$

which is positive for a light defect and always less than 1. The letter $e$ is used for nothing else here; exponentials are written $\exp$. The algebra is in atomic units, where $\hbar=1$ and a vibrational quantum has energy $\omega$.

A mode is called localised if $\sum_n u_n^2$ is finite. The problem is to find every localised mode of this chain, its frequency and its extent.

## (a) The host band

**Write the equation for a mode of frequency $\omega$, and find the frequencies of the perfect chain.**

The spring on the right pulls atom $n$ with force $K(u_{n+1}-u_n)$, and the one on the left with $-K(u_n-u_{n-1})$. Newton's law is therefore

$$M_n\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n).$$

In a mode all atoms vary as $\cos\omega t$, so $\ddot u_n=-\omega^2u_n$. With $u_n$ now denoting the amplitude,

$$M_n\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}). \tag{1}$$

In the perfect chain all $M_n=M$, and $u_n=\exp(ikna)$ solves (1) if

$$M\omega^2=2K(1-\cos ka)=4K\sin^2\frac{ka}{2}.$$

The frequencies fill a band from zero to $\omega_{\max}$, where

$$\omega_{\max}^2=\frac{4K}{M}.$$

At the top $k=\pi/a$ and $u_n\propto(-1)^n$: neighbours move oppositely, which strains every spring as much as the amplitude allows.

## (b) Where can a vibration decay?

**At which frequencies does the host equation have a solution that dies away from the defect?**

For $n\neq0$ equation (1) has constant coefficients, so try $u_n\propto\lambda^n$. Division by $K\lambda^n$ gives

$$\lambda+\frac1\lambda=s,\qquad s=2-\frac{M\omega^2}{K}. \tag{2}$$

This is the quadratic $\lambda^2-s\lambda+1=0$, whose two roots have product 1. There are four cases.

- If $|s|<2$, that is $0<\omega<\omega_{\max}$, the roots are complex conjugates. Their product is $|\lambda|^2=1$, so the solutions oscillate without decay.
- If $s=\pm2$, at the band edges, the double root $\lambda=\pm1$ gives $u_n=(A+Bn)(\pm1)^n$. This does not decay either, unless it vanishes.
- If $s>2$, then $\omega^2<0$. To exclude this, multiply (1) by $u_n$ and sum over all sites, including the defect. For a localised mode the sums converge and an index may be shifted, so $\sum u_nu_{n-1}=\sum u_nu_{n+1}$ and

$$\omega^2\sum_nM_nu_n^2=K\sum_n(2u_n^2-2u_nu_{n+1})=K\sum_n(u_{n+1}-u_n)^2\geq0. \tag{3}$$

- If $s<-2$, then $\omega>\omega_{\max}$. Both roots are real and negative, and one of them has magnitude below 1.

The last case is the one that remains. Write the decaying root as $\lambda=-q$ with $0<q<1$. Equation (2) becomes $-q-1/q=2-M\omega^2/K$, or

$$M\omega^2=K\left(2+q+\frac1q\right)=K\frac{(1+q)^2}{q}. \tag{4}$$

A localised mode must lie above the band, and its neighbours move oppositely, as at the band top.

## (c) The frequency of the local mode

**Join the two tails at the defect. How many localised modes are there, and at what frequency?**

The host equations at $n=1,2,\dots$ link $u_0,u_1,u_2,\dots$. Their general solution is $A(-q)^n+B(-1/q)^n$. The second term grows, so $B=0$, and setting $n=0$ gives $A=u_0$. The left side has the same $\omega$, hence the same $q$, and the same argument holds there. Thus

$$u_n=u_0(-q)^{|n|}. \tag{5}$$

If $u_0$ were zero, every displacement would vanish. This rules out a localised mode that is odd about the defect, since an odd mode has $u_0=0$.

One equation is left, that of the defect. With $u_1=u_{-1}=-qu_0$ it reads

$$M'\omega^2=K(2+2q)=2K(1+q). \tag{6}$$

Divide (6) by (4), which removes $\omega$ and $K$:

$$1-e=\frac{M'}{M}=\frac{2q}{1+q}.$$

Multiplying out, $1-e+q-eq=2q$, so $1-e=q(1+e)$ and

$$q=\frac{1-e}{1+e}. \tag{7}$$

Now $1+q=2/(1+e)$ and $M'=M(1-e)$. Equation (6) gives

$$\omega_L^2=\frac{2K}{M(1-e)}\,\frac{2}{1+e}=\frac{4K}{M(1-e^2)},$$

that is,

$$\boxed{\;\omega_L^2=\frac{\omega_{\max}^2}{1-e^2}\;} \tag{8}$$

The solution is admissible only if $0<q<1$. As $q$ goes from 0 to 1, the ratio $2q/(1+q)$ rises steadily from 0 to 1. The condition $M'/M=2q/(1+q)$ therefore has a solution in this range, and only one, exactly when $0<M'<M$, that is $0<e<1$. A light defect therefore has one localised mode, and an equal or heavier one has none. The sign of $e$ must be checked separately, because (8) contains only $e^2$ and would also return a frequency above the band for a heavy defect with $M<M'<2M$, where $-1<e<0$. The corresponding "mode" has $q>1$ and grows away from the defect. At $M'=2M$ equations (7) and (8) diverge, and for $M'>2M$ they give $q<-1$ and a negative $\omega^2$.

Diagonalising the dynamical matrix of a ring of 400 atoms tests this count: one mode lies above the band for each light defect tried, and none for $M'/M=1$, 1.2, 2 and 5.

For an optical or capture process the consequence is one of energy: a single vibrational quantum of the host chain can take up at most $\omega_{\max}$, while a quantum of the local mode takes up $\omega_L>\omega_{\max}$.

## (d) The localisation length

**Write the decay as $|u_n|=|u_0|\exp(-|n|a/\xi)$ and find $\xi$. How is it related to the frequency?**

Comparison with (5) gives $q=\exp(-a/\xi)$, so $a/\xi=-\ln q$. With (7),

$$\boxed{\;\xi=\frac{a}{\ln\dfrac{1+e}{1-e}}=\frac{a}{2\,\mathrm{artanh}\,e}\;} \tag{9}$$

This is the length for the amplitude. The squared amplitude, and with it the vibrational energy in the tail, falls as $\exp(-2|n|a/\xi)$ and has half this length.

Define $\kappa=a/\xi$, so that $q=\exp(-\kappa)$. Then $q+1/q=2\cosh\kappa$, and (4) becomes

$$M\omega^2=2K(1+\cosh\kappa)=4K\cosh^2\frac\kappa2,\qquad \omega=\omega_{\max}\cosh\frac{\kappa}{2}. \tag{10}$$

The further the mode lies above the band, the faster it decays. Equation (10) is a property of the host alone; the defect mass selects which $\kappa$ occurs.

## (e) Weak and strong defects

**Find the leading behaviour for $e\ll1$ and explain why any light defect, however weak, binds a mode. Then compare the limit $M'\to0$ with an atom vibrating between fixed neighbours.**

For small $e$, $(1-e^2)^{-1/2}\approx1+e^2/2$ and $\ln[(1+e)/(1-e)]\approx2e$. Hence

$$\frac{\omega_L}{\omega_{\max}}-1\approx\frac{e^2}{2},\qquad \xi\approx\frac{a}{2e}. \tag{11}$$

At $e=0.02$ diagonalisation gives a rise of $2.0006\times10^{-4}$, against $e^2/2=2.0000\times10^{-4}$, and $\xi/a=24.997$, against 25.

The reason for binding appears if the mode is allowed to choose its own extent. For any displacement pattern form the ratio

$$R=\frac{K\sum_n(u_{n+1}-u_n)^2}{\sum_nM_nu_n^2}.$$

By (3) it equals $\omega^2$ for a mode, and its largest value is the highest $\omega^2$ of the chain. Insert the trial pattern $u_n=(-q)^{|n|}$ with $q$ free. On each side the spring between $n$ and $n+1$ is strained by $(1+q)q^n$ in magnitude, so the numerator is

$$2K(1+q)^2\sum_{n\geq0}q^{2n}=\frac{2K(1+q)^2}{1-q^2}.$$

The denominator is the sum for a perfect chain less the missing mass $eM$ at site 0:

$$M\left(1+\frac{2q^2}{1-q^2}\right)-eM=M\,\frac{1+q^2-e(1-q^2)}{1-q^2}.$$

Use $(1+q)^2=4q\cosh^2(\kappa/2)$, $1+q^2=2q\cosh\kappa$ and $1-q^2=2q\sinh\kappa$. Then

$$\frac{R}{\omega_{\max}^2}=\frac{\cosh^2(\kappa/2)}{\cosh\kappa-e\sinh\kappa}\approx1+e\kappa-\frac{\kappa^2}{4}$$

to second order in the small quantities $e$ and $\kappa$. The term $e\kappa$ is the gain from concentrating the motion on the light atom. The term $-\kappa^2/4$ is the loss from spoiling the even alternation of the band top. The gain is linear in $\kappa$ and the loss quadratic, so for any $e>0$ a small enough $\kappa$ gives a net gain. The maximum is at $\kappa=2e$, where $R/\omega_{\max}^2\approx1+e^2$, in agreement with (11). This argument is special to one dimension, where the share of a spread-out pattern that sits on the defect is proportional to $\kappa$. In three dimensions that share goes as $\kappa^3$, the gain is smaller than the quadratic loss at small $\kappa$, and a local mode appears only above a threshold value of $e$ (about 0.33 for a simple cubic lattice with one displacement per atom and nearest-neighbour springs).

In the opposite limit, an atom between fixed neighbours is held by two springs and has $\omega_E^2=2K/M'$. Dividing (6) by this gives

$$\frac{\omega_L^2}{\omega_E^2}=1+q=\frac{2}{1+e}. \tag{12}$$

The true mode is stiffer because each neighbour moves against the defect and strains the joining spring by $(1+q)|u_0|$ instead of $|u_0|$. As $e\to1$ the motion of the heavy neighbours becomes negligible beside that of the defect, and the ratio tends to 1; at $e=0.98$ it is 1.0101. For weak defects the fixed-neighbour picture fails altogether. Since $\omega_E^2=\omega_{\max}^2/[2(1-e)]$, it places the frequency above the band only if $e>1/2$.

## (f) How much of the motion belongs to the defect?

**Find the share $P_0$ of the kinetic energy carried by the defect. Show that it also determines how the frequency responds to a small change of $M'$.**

All atoms share the same time factor, so the kinetic energy of atom $n$ is proportional to $M_nu_n^2$. Summing the geometric series on both sides,

$$P_0=\frac{M'}{M'+2M\sum_{n\geq1}q^{2n}}=\frac{M'}{M'+2Mq^2/(1-q^2)}.$$

From (7), $1-q^2=4e/(1+e)^2$, so $q^2/(1-q^2)=(1-e)^2/(4e)$. The denominator divided by $M$ is

$$(1-e)+\frac{(1-e)^2}{2e}=\frac{(1-e)(2e+1-e)}{2e}=\frac{(1-e)(1+e)}{2e}.$$

The numerator divided by $M$ is $1-e$, and therefore

$$P_0=\frac{2e}{1+e}. \tag{13}$$

For the mass response, write (3) as $\omega^2T=V$, with $T=\sum M_nu_n^2$ and $V=K\sum(u_{n+1}-u_n)^2$. Change $M'$ slightly. The frequency changes, and so do the displacements, by $\delta u_n$:

$$T\,\delta(\omega^2)+\omega^2u_0^2\,\delta M'+\sum_n\left(\omega^2\frac{\partial T}{\partial u_n}-\frac{\partial V}{\partial u_n}\right)\delta u_n=0.$$

The bracket is $2[\omega^2M_nu_n-K(2u_n-u_{n+1}-u_{n-1})]$, which vanishes by (1). What remains, divided by $\omega^2T$, is

$$\frac{d\ln\omega_L^2}{d\ln M'}=-\frac{M'u_0^2}{T}=-P_0. \tag{14}$$

This gives a consistency check on (8). From (8), $d\ln\omega_L^2/de=2e/(1-e^2)$, and $de/d\ln M'=-M'/M=-(1-e)$. The product is $-2e/(1+e)$, as (13) and (14) require. A mode carried wholly by the defect would have $\omega\propto M'^{-1/2}$; the tails weaken this dependence.

## (g) The same defect in a periodic supercell

**A calculation often repeats the defect every $N$ atoms. Take $N$ even and all cells moving in phase. What replaces (7) and (8), and how large must the cell be?**

Periodicity means $u_{n+N}=u_n$. Above the band, the host equations between two defects now allow both exponentials, because neither has room to diverge:

$$u_n=(-1)^n\left[A\exp(-\kappa n)+B\exp(\kappa n)\right],\qquad 0\leq n\leq N.$$

Since $N$ is even, $u_N=u_0$ requires $A[1-\exp(-\kappa N)]=B[\exp(\kappa N)-1]$, so $B=A\exp(-\kappa N)$. The two terms combine into

$$u_n\propto(-1)^n\cosh\left[\kappa\left(\tfrac N2-n\right)\right].$$

The defect has two equal neighbours, $u_1=u_{-1}=-ru_0$, with

$$r=\frac{\cosh(\kappa N/2-\kappa)}{\cosh(\kappa N/2)}=\cosh\kappa-\sinh\kappa\tanh\frac{\kappa N}{2}.$$

Its equation is $M'\omega^2=2K(1+r)$, while the host still obeys (10), $M\omega^2=2K(1+\cosh\kappa)$. Their ratio is

$$1-e=1-\frac{\sinh\kappa}{1+\cosh\kappa}\tanh\frac{\kappa N}{2}.$$

Since $\sinh\kappa/(1+\cosh\kappa)=\tanh(\kappa/2)$,

$$e=\tanh\frac\kappa2\,\tanh\frac{\kappa N}2,\qquad \omega_N^2=\omega_{\max}^2\cosh^2\frac\kappa2. \tag{15}$$

The right side of the first equation rises steadily from 0 to 1 with $\kappa$, so there is one solution for each $0<e<1$. For $N\to\infty$ the second factor tends to 1, leaving $e=\tanh(\kappa/2)$, which is (9). In a finite cell that factor is below 1, so $\kappa$ must be larger and the frequency is too high. This sign belongs to even $N$ with the cells in phase. For odd $N$ the same steps give $B=-A\exp(-\kappa N)$ and $e=\tanh(\kappa/2)\coth(\kappa N/2)$; the frequency is then too low, and it lies above the band only if $e>1/N$.

For a large cell, $\tanh(\kappa N/2)\approx1-2q^N$, so $\tanh(\kappa/2)\approx e(1+2q^N)$. Because $\cosh^2(\kappa/2)=1/[1-\tanh^2(\kappa/2)]$,

$$\frac{\omega_N^2}{\omega_L^2}-1\approx\frac{4e^2q^N}{1-e^2},\qquad q^N=\exp(-Na/\xi). \tag{16}$$

Here $q$ is the infinite-chain value, which is justified when the shift of $\kappa$, multiplied by $N$, is small. The error relative to the infinite chain is exponentially small once the cell is much longer than $\xi$.

## (h) Numbers

**Evaluate the results for $K=10$ eV/Å$^2$, $M=50$ u, $M'=20$ u and $a=2.5$ Å. These are round model values and stand for no particular material.**

The mass parameter is $e=1-20/50=0.6$, and $q=0.4/1.6=0.25$. With $K$ and $M$ converted to atomic units, $\sqrt{4K/M}$ gives a band top of 0.0578 eV. Then

$$\omega_L=\frac{0.0578\ \text{eV}}{\sqrt{1-0.36}}=\frac{0.0578\ \text{eV}}{0.8}=0.0723\ \text{eV},$$

or 583 cm$^{-1}$. The mode lies 0.0145 eV above the band. Its localisation length is

$$\xi=\frac{2.5\ \text{Å}}{\ln4}=1.80\ \text{Å}.$$

A length below the atomic spacing means that the amplitude drops by more than a factor $\exp(1)$ per site. Here the factor is 4: the displacements are $1,\,-0.25,\,0.0625,\,-0.0156,\dots$ in units of $u_0$.

The defect carries $P_0=1.2/1.6=0.75$ of the kinetic energy. Each nearest neighbour has $50\times0.25^2/20=0.156$ of the defect's share, so the two together carry $2\times0.156\times0.75=0.23$ of the total. Nearly all the motion is on three atoms. Even so, fixing the neighbours gives 0.0647 eV, about 11% below the local mode: their small motion matters because it adds directly to the strain of the two most strained springs.

In a cell of four atoms, (16) predicts a relative error in $\omega^2$ of $(4\times0.36/0.64)\times0.0039=0.0088$; diagonalisation gives 0.0084. With ten atoms the error is $2\times10^{-6}$. For a weaker defect the error falls more slowly with the length of the cell: for $e=0.1$ it is still $4\times10^{-3}$ with ten atoms and falls to $1.3\times10^{-5}$ with forty. It should be compared with the shift to be resolved. By (8), $\omega_L^2$ lies only about $e^2=0.01$ above $\omega_{\max}^2$ in relative terms, so with ten atoms the error is nearly half of that shift.

The dependence on $e$, from diagonalisation of the 400-atom ring, is:

| $e$ | $\omega_L/\omega_{\max}$ | $\xi/a$ | $P_0$ |
|---|---|---|---|
| 0.1 | 1.005 | 4.98 | 0.18 |
| 0.3 | 1.048 | 1.62 | 0.46 |
| 0.6 | 1.250 | 0.72 | 0.75 |
| 0.9 | 2.294 | 0.34 | 0.95 |

At $e=0.1$ the frequency has risen by only half a percent, yet the amplitude already falls by a factor $\exp(1)$ over about five spacings. For small $e$ the relative frequency shift starts as $e^2/2$, whereas the decay rate $a/\xi$ and the share $P_0$ both start as $2e$.

These values hold for the stated model. If the substitution also changes the springs at the defect, the equations at $n=0$ and $n=\pm1$ change, and (7) to (9) no longer apply. The host relation (10) between frequency and decay survives, because it uses only the undisturbed part of the chain. The full set of values is in the numerical output.

## Computed results

```
spring constant K = 10.0 eV/angstrom^2
host mass M = 50.0 u, defect mass M' = 20.0 u
lattice spacing a = 2.50 angstrom
mass parameter e = 0.600, decay factor q = 0.2500
band top = 0.05783 eV
local mode, formula = 0.07229 eV
local mode, diagonalisation (N=200) = 0.07229 eV
local mode, converted = 583.0 cm^-1
local mode above band top by 0.01446 eV
ratio local mode / band top = 1.2500
localisation length xi, from mode = 1.8034 angstrom
localisation length xi, formula = 1.8034 angstrom
kinetic-energy share of defect = 0.7500
frozen-neighbour estimate = 0.06465 eV
displacement u_0/u_0 = +1.000000
displacement u_1/u_0 = -0.250000
displacement u_2/u_0 = +0.062500
displacement u_3/u_0 = -0.015625
displacement u_4/u_0 = +0.003906
supercell size N, local mode (eV), relative error of omega^2
  N= 4  0.072590  8.444e-03
  N= 6  0.072305  5.469e-04
  N= 8  0.072287  3.432e-05
  N=10  0.072286  2.146e-06
supercells for e=0.1: N, relative error of omega^2
  N=10  4.413e-03
  N=20  6.622e-04
  N=40  1.313e-05
e, omega/omega_max, xi/a, kinetic share (diagonalisation, N=400)
  0.1  1.00504  4.9833  0.1818
  0.3  1.04828  1.6154  0.4615
  0.6  1.25000  0.7213  0.7500
  0.9  2.29416  0.3396  0.9474
weak defect e=0.02: omega/omega_max - 1 = 2.0006e-04, e^2/2 = 2.0000e-04
weak defect e=0.02: xi/a = 24.997, 1/(2e) = 25.000
very light defect e=0.98: omega^2/(2K/M') = 1.0101
```
